# Critical radius and nucleation barrier of voids under hydrostatic tension

A stress-migration calculation has to decide how its first void appears. It can let voids nucleate spontaneously in sound metal, or it can start from flaws already present and ask which of them grow. The decision rests on two quantities, the critical radius and the nucleation barrier:

$$r^*=\frac{2\gamma}{\sigma},\qquad \Delta G^*=\frac{16\pi\gamma^3}{3\sigma^2}.$$

Here $\sigma>0$ is the hydrostatic tension and $\gamma$ is the free energy per area of the void surface. If $\Delta G^*$ is far above the thermal energy $kT$, spontaneous nucleation in sound metal can be left out and the initial flaws become an input. The radius $r^*$ then separates flaws that shrink from flaws that grow.

## The system and its potential

The metal is a large, elastically isotropic body at fixed temperature, under a constant hydrostatic tension. Its void is spherical and contains no gas. The surface energy does not depend on direction or on void size.

Atoms are conserved. Those that leave the void site are inserted at grain boundaries, where the normal traction is also $\sigma$. They are assumed to spread over these boundaries so that no lasting stress of their own remains, and the boundary area is taken as unchanged.

At constant load the quantity that decreases spontaneously is

$$\Phi=F-\sigma V_{\rm body},$$

where $F$ is the Helmholtz free energy of the metal and $V_{\rm body}$ is the volume enclosed by its outer surface, voids included. The second term is the potential energy of the load: when the body expands by $dV$, the load does work $\sigma\,dV$ and loses that much potential energy.

Before the void forms, $M$ atoms occupy a volume $M\Omega$, where $\Omega$ is the atomic volume in the stressed metal. Suppose that $N$ of them are moved to the boundaries and that all the metal stays at the same uniform stress. The metal still occupies $M\Omega$, but the body now also encloses a hole of volume $N\Omega$. Its volume has grown by $N\Omega$, so the load has done work $\sigma N\Omega$. The bulk free energy is unchanged, and a surface has been created. For a hole of radius $a$, with

$$\frac{4\pi}{3}a^3=N\Omega,$$

the change of $\Phi$ is

$$G_0(a)=4\pi\gamma a^2-\frac{4\pi}{3}\sigma a^3 .$$

The volume term is thus work done by the load at the boundaries that receive the atoms. It is not the elastic energy stored in the removed metal. That energy is $\sigma^2/(2K)$ per volume, with $K$ the bulk modulus, which is smaller than $\sigma$ by the factor $\sigma/(2K)$.

## Elastic relaxation around the hole

The function $G_0$ describes a hole whose wall has not moved after the atoms were taken out. A real wall moves until the forces balance. Let $r$ be the void radius after this motion, and measure the extra radial displacement $u(R)$ from the uniformly stressed state, with $R$ the distance from the centre.

For radial displacements in an isotropic solid, equilibrium requires the dilatation to be uniform:

$$\frac{d}{dR}\left[\frac{1}{R^2}\frac{d(R^2u)}{dR}\right]=0
\quad\Rightarrow\quad u=cR+\frac{B}{R^2}.$$

The extra radial stress is $3Kc-4\mu B/R^3$, where $\mu$ is the shear modulus. It must vanish at the outer radius $R_{\rm out}$ because the load is constant. Hence $c=4\mu B/(3KR_{\rm out}^3)$, which tends to zero for a large body. The energy due to $c$ also vanishes: its first-order part cancels because the uniform state already minimizes the metal's free energy minus the load work, and its second-order part scales as $c^2R_{\rm out}^3\propto R_{\rm out}^{-3}$.

At the wall $u(a)=r-a$, so $B=a^2(r-a)$. The remaining strains are

$$e_{RR}=\frac{du}{dR}=-\frac{2B}{R^3},\qquad
e_{\theta\theta}=e_{\phi\phi}=\frac{u}{R}=\frac{B}{R^3}.$$

Their sum is zero, so this is pure shear and costs an energy density $\mu(e_{RR}^2+e_{\theta\theta}^2+e_{\phi\phi}^2)=6\mu B^2/R^6$. Integration over the metal gives

$$W=\int_a^\infty 4\pi R^2\,\frac{6\mu B^2}{R^6}\,dR
=24\pi\mu B^2\,\frac{1}{3a^3}
=8\pi\mu a(r-a)^2 .$$

This shear motion keeps the metal's volume, so it expands the body by the same amount as the void. The uniform strain $c$ expands the body by a further $4\pi cR_{\rm out}^3$, which stays finite, but the load work of that part is balanced by the bulk energy, as stated above. The surface and load terms therefore contain the relaxed radius $r$, and the full energy is

$$G(a,r)=4\pi\gamma r^2-\frac{4\pi}{3}\sigma r^3+8\pi\mu a(r-a)^2 .$$

The first variable counts removed atoms, and the second describes the position of the wall. This form of $W$ is the leading order in $(r-a)/a$. It also takes the surface stress, the work per area needed to stretch an existing surface, to be equal to $\gamma$. That restriction is lifted below.

## The critical void

A critical void is stationary in both variables. Differentiation with respect to $a$ gives

$$\frac{\partial G}{\partial a}
=8\pi\mu\left[(r-a)^2-2a(r-a)\right]
=8\pi\mu(r-a)(r-3a)=0 .$$

The root $r=3a$ would need a strain far outside linear elasticity and is discarded. The physical root is $r=a$. Differentiation with respect to $r$ gives

$$\frac{\partial G}{\partial r}
=8\pi\gamma r-4\pi\sigma r^2+16\pi\mu a(r-a)=0 .$$

With $r=a$ the elastic term drops out, leaving $4\pi r(2\gamma-\sigma r)=0$, and so $r^*=2\gamma/\sigma$.

The elastic term disappears for a mechanical reason. A curved surface pulls on the wall with a traction $2\gamma/r$. At the critical radius this traction equals $\sigma$, which is what the missing metal used to supply. The surrounding metal therefore stays uniformly stressed and stores no shear energy. Higher-order elastic terms start at the third power of $r-a$, so they change neither the energy nor its slope at this point.

Substitution of $r^*$ gives the barrier:

$$\Delta G^*=4\pi\gamma\frac{4\gamma^2}{\sigma^2}
-\frac{4\pi}{3}\sigma\frac{8\gamma^3}{\sigma^3}
=\left(16-\frac{32}{3}\right)\frac{\pi\gamma^3}{\sigma^2}
=\frac{16\pi\gamma^3}{3\sigma^2}.$$

The surface cost is $4\pi\gamma r^{*2}$. The load returns two thirds of it, and the remaining third is the barrier.

The second derivatives show what kind of point this is. At $a=r=r^*$,

$$G_{aa}=16\pi\mu r^*,\qquad G_{ar}=-16\pi\mu r^*,\qquad
G_{rr}=16\pi\mu r^*-8\pi\gamma .$$

The determinant is

$$G_{aa}G_{rr}-G_{ar}^2=-(16\pi\mu r^*)(8\pi\gamma)
=-\frac{256\pi^2\mu\gamma^2}{\sigma}<0 ,$$

so the critical void is a saddle. Also, $G_{rr}=8\pi\gamma(4\mu/\sigma-1)$, where $\mu$ is the shear modulus of the stressed metal. This is positive for $\sigma\ll\mu$, the range in which linear elasticity applies. The formal zero at $\sigma=4\mu$ lies outside that range and is not a stability limit of a real solid. For $\sigma\ll\mu$ the wall is mechanically stable when the number of removed atoms is fixed, and the instability lies in the exchange of atoms with the boundaries.

That exchange can be followed atom by atom. From $N=4\pi r^3/(3\Omega)$ one has $dN=4\pi r^2dr/\Omega$, and without relaxation

$$\frac{dG_0}{dN}
=\frac{\Omega}{4\pi r^2}\left(8\pi\gamma r-4\pi\sigma r^2\right)
=\Omega\left(\frac{2\gamma}{r}-\sigma\right).$$

Below $r^*$ this is positive and the void tends to fill. Above $r^*$ it is negative and the void tends to grow. The rate at which either happens depends on diffusion, which this energy does not describe.

As $\sigma\to0$, both the critical radius and the barrier diverge. Under compression, $\sigma<0$, both terms of $G_0$ rise with radius and there is no critical void.

## When surface stress differs from surface energy

In a solid, creating new surface and stretching old surface are different processes. Let $f$ be the surface stress, while $\gamma$ remains the cost of surface created in the uniformly stressed state. To first order in the stretching, the surface energy becomes

$$4\pi\left[\gamma a^2+f(r^2-a^2)\right].$$

Set $r=a+\delta$ and expand for small $\delta$. The surface contributes $8\pi fa\delta$ and the load contributes $-4\pi\sigma a^2\delta$, so

$$G\simeq G_0(a)-4\pi a^2\left(\sigma-\frac{2f}{a}\right)\delta+8\pi\mu a\delta^2 .$$

The neglected quadratic terms from the surface and the load are smaller than the elastic one by factors of order $f/(\mu a)$ and $\sigma/\mu$. Minimizing over $\delta$ at fixed $a$ gives

$$\delta=\frac{a}{4\mu}\left(\sigma-\frac{2f}{a}\right),\qquad
G_{\rm relaxed}(a)\simeq G_0(a)-\frac{\pi a^3}{2\mu}\left(\sigma-\frac{2f}{a}\right)^2 .$$

For $f=\gamma$ the correction vanishes at $a=r^*$ and lowers the energy on both sides of it.

For $f\ne\gamma$ the correction is finite at $r^*$. Because $G_0$ is stationary there, the shift of the maximum changes its height only at second order in $1/\mu$. To first order, the correction can be evaluated at $a=r^*$, where $2f/r^*=\sigma f/\gamma$. The barrier falls by

$$\frac{\pi r^{*3}\sigma^2}{2\mu}\left(\frac f\gamma-1\right)^2 .$$

Since $\gamma=\sigma r^*/2$, the original barrier $(4\pi/3)\gamma r^{*2}$ equals $(2\pi/3)\sigma r^{*3}$. The fractional reduction is therefore

$$\frac{\Delta G^*-\Delta G^*_f}{\Delta G^*}
\simeq\frac34\,\frac{\sigma}{\mu}\left(\frac f\gamma-1\right)^2 ,$$

where $\Delta G^*_f$ is the barrier with surface stress $f$.

The formulas can be compared with a numerical model that contains the neglected terms. Its outer radius is finite, about ten times the largest void radius used here, which adds a small difference of its own. A spherical shell of finite-strain elastic material was divided into 300 layers, and its energy was minimized by Newton iteration at fixed amounts of removed material. In units where $\gamma=\sigma=1$, with $K=600$, $\mu=300$ and $f=\gamma$, the relaxation energy at $a=3.00$ is 0.01584, against 0.01577 from the leading-order formula. The difference is 0.4 percent of the formula value. With $f/\gamma=1.5$, maximizing the relaxed energy over the amount removed gives a fractional barrier reduction of $6.26\times10^{-4}$, against $6.25\times10^{-4}$ from the formula.

## When the outer boundary is clamped

A metal line held by stiff surroundings is not under constant load, because a growing void relieves the tension. The opposite limit is a body of fixed outer volume $V_b$ with initial tension $\sigma_0$. Its initial volume strain is $e_0=\sigma_0/K$. A void of volume $V\ll V_b$ reduces this strain to $e_0-V/V_b$, since the same metal must now fit into $V_b-V$. The bulk energy changes by

$$\frac{KV_b}{2}\left[\left(e_0-\frac{V}{V_b}\right)^2-e_0^2\right]
=-\sigma_0V+\frac{KV^2}{2V_b}.$$

With the surface energy added, and shear around the void neglected,

$$G_{\rm clamped}=4\pi\gamma r^2-\sigma_0V+\frac{KV^2}{2V_b},
\qquad V=\frac{4\pi}{3}r^3 .$$

Setting the derivative with respect to $r$ to zero and dividing by $4\pi r^2$ gives

$$\frac{2\gamma}{r}=\sigma_0-\frac{KV}{V_b}.$$

The right side is the tension that remains. The constant-load result is recovered when $KV^*/V_b\ll\sigma_0$, where $V^*$ is the volume of a void of radius $r^*=2\gamma/\sigma_0$.

If the body is too small, no stationary void exists. Multiply the condition by $r$ and define $\beta=4\pi K/(3V_b)$, so that $2\gamma=\sigma_0r-\beta r^4$. The right side is largest at $r_m^3=\sigma_0/(4\beta)$, where it equals $\tfrac34\sigma_0r_m$. A solution therefore needs $r_m\ge\tfrac43r^*$. Inserting the definitions of $r_m$ and $\beta$ turns this into

$$V_b\ge\frac{256}{27}\,\frac{K}{\sigma_0}\,V^* .$$

In a smaller clamped volume, the remaining tension is below the capillary traction $2\gamma/r$ at every radius. When the inequality holds strictly, there are two solutions. The smaller radius is the barrier, and the larger one is a void that has stopped growing because the remaining tension has fallen to its capillary traction $2\gamma/r$.

## A worked case

Take round parameters for a model metal: $\gamma=1.5$ J/m², $\sigma=0.5$ GPa, $\mu=50$ GPa, $\Omega=0.012$ nm³ and $T=500$ K. SI-based units suit this problem, because 1 J/m² divided by 1 GPa is 1 nm. The critical radius is

$$r^*=\frac{2(1.5)}{0.5}\ \text{nm}=6.0\ \text{nm}.$$

The missing volume, $(4\pi/3)(6.0)^3$ nm³, divided by $\Omega$ corresponds to about $7.5\times10^4$ atoms. The surface costs 4235 eV and the load returns two thirds of this, which leaves

$$\Delta G^*=1412\ \text{eV}=2.26\times10^{-16}\ \text{J}.$$

At 500 K, $kT=0.0431$ eV, so the barrier is about $3.3\times10^4\,kT$. A nucleation rate contains the factor $\exp(-\Delta G^*/kT)$, multiplied by the number of sites and attempts. Even $10^{50}$ attempts would offset a barrier of only about $115\,kT$, since $\ln10^{50}\approx115$. Spontaneous nucleation in sound metal can be left out of this calculation.

The energy of an unrelaxed void is 706 eV at 3 nm, 1412 eV at 6 nm, zero at 9 nm and $-5647$ eV at 12 nm. The zero at $3\gamma/\sigma=9$ nm is not the growth threshold. A flaw of 7 nm has positive energy relative to sound metal, yet it lowers its energy by growing. The criterion to implement is the slope, which changes sign at 6 nm.

The energy per atom makes the same point. At 3 nm the capillary traction $2\gamma/r$ is 1.0 GPa, and removing one more atom costs $\Omega(1.0-0.5)$ GPa, or 0.037 eV. At 12 nm the traction is 0.25 GPa, and each removed atom gains 0.019 eV. Both values are below $kT$, so the slope alone suppresses a single step against it only weakly. Roughly the first 7600 atoms, up to a radius of 2.8 nm, cost more than $kT$ each, because the capillary traction is larger in a smaller void. Over all $7.5\times10^4$ steps up to the critical radius the average cost is only 0.019 eV, and the barrier is high because so many steps add up.

One can also ask what tension would make nucleation plausible. For a chosen barrier of $60\,kT$, solving the barrier formula for the tension gives

$$\sigma=\sqrt{\frac{16\pi\gamma^3}{3(60\,kT)}}=11.7\ \text{GPa},$$

which is 23 times the assumed tension and 0.23 of the shear modulus. The critical radius would be 0.26 nm, with about six missing atoms. A smooth sphere with a size-independent surface energy does not describe such an object. The figure shows that the assumed tension is far from the required range, but it is not a prediction of the nucleation stress.

Surface stress does not alter the conclusion. For $f/\gamma=1.5$ the barrier reduction is $\tfrac34(0.01)(0.5)^2$, or 0.19 percent.

## Using the result

The $\sigma$ in $r^*$ and $\Delta G^*$ is the normal traction at the boundaries that receive or supply the atoms, because the volume term is work done there. The derivation takes this traction equal to the hydrostatic tension around the flaw and neglects the other stress components. If the two differ, the threshold is $2\gamma/\sigma_b$, with $\sigma_b$ the boundary traction, and the tension around the flaw enters only through elastic corrections of relative order $\sigma/\mu$ and $\sigma/K$. The local hydrostatic tension, one third of the trace of the stress tensor without the flaw's own disturbance, can serve as the input only where it equals the traction at the boundaries that exchange atoms with the flaw.

Errors in the inputs carry over unequally. A surface energy that is 10 percent too high raises $r^*$ by 10 percent and the barrier by 33 percent, because $1.1^3=1.331$. Doubling the tension halves the radius and divides the barrier by four. In the worked case, neither change brings the barrier near the thermal range.

The practical input is therefore the population of flaws. At constant load and with $f=\gamma$, a gas-free spherical flaw larger than $2\gamma/\sigma$ grows and a smaller one shrinks. A surface stress different from $\gamma$ shifts this threshold by a fraction of order $\sigma/\mu$. In a clamped body, the tension that remains with the flaw present takes the place of $\sigma$. Gas inside a flaw, or a weakly bonded interface at its wall, changes the energy balance and needs its own terms in $G$. A weak interface can also bring nucleation back. For a cap-shaped void on a flat rigid interface with work of adhesion $w$, the barrier is multiplied by $(2-3\cos\theta+\cos^3\theta)/4$ with $\cos\theta=1-w/\gamma$, and in the worked case it falls to $60\,kT$ at $w\approx0.075$ J/m². The rule also assumes that the metal around the flaw stays elastic. Away from $r^*$ the von Mises stress at the wall is $\tfrac32|\sigma-2\gamma/r|$, which is 0.75 GPa at 3 nm and 0.375 GPa at 12 nm in the worked case. Where this exceeds the local flow stress, plastic flow must be added.
